# Comment on extrapolating dielectric breakdown lifetimes from a narrow stress window

**The argument under review**

The authors stress 100 nominally identical dielectric devices to breakdown, 20 at each of 2.8, 2.9, 3.0, 3.1 and 3.2 V. They fit the logarithm of the failure time by a straight line in voltage, the E law. The residuals show no trend and a lack-of-fit test is passed. They then extend the line to 1.5 V, rescale to product area and a small failure fraction, and obtain a life of 9.8 years with a 95% interval from 4.3 to 22 years. They conclude that the agreement at stress validates the extrapolation, and that the interval states its uncertainty.

Does either conclusion follow? The question can be settled by giving the same data to two competitors, the power law in voltage and the 1/E law. The report is constructed for this exercise and its failure times are synthetic, so that the true life at 1.5 V is known. The truth is a power law with exponent 40 and life 1000 s at 3.0 V. These are round model parameters, and the exercise does not decide which law a real dielectric obeys.

Thickness, temperature and polarity are fixed, the field is proportional to voltage, and every device is followed to failure. "Life" means the geometric mean failure time unless a failure fraction is named.

**What the scatter hides**

Take the percolation picture in which a device has $N$ columns of $m$ cells. Each cell becomes defective independently at rate $k(V)$, and the device fails when all cells of some column are defective. A cell is defective at time $t$ with probability $1-e^{-kt}\approx kt$, for small $kt$. All columns survive with probability $[1-(kt)^m]^N\approx e^{-N(kt)^m}$, so the failed fraction is

$$F(t)=1-e^{-N(kt)^m}.$$

This is a Weibull law with shape $\beta=m$. The variable $W=N(kt)^\beta$ exceeds $w$ with probability $e^{-w}$, and solving for $t$ gives

$$\ln t=-\ln k+\frac{\ln W-\ln N}{\beta}.$$

For a unit exponential variable, $\ln W$ has mean $-\gamma_E$ (Euler's constant, 0.577) and variance $\pi^2/6$. Hence $\ln t$ has standard deviation

$$\sigma=\frac{\pi}{\sqrt6\,\beta}=0.428\quad(\beta=3),$$

independent of voltage, because voltage enters through $k$ alone. A direct simulation of cells gives 0.436.

Now consider a product with $A$ times the test area and allowed failure fraction $F$. Replace $N$ by $AN$ and set $W=-\ln(1-F)$. Subtracting the mean of $\ln t$ for the test device leaves the shift

$$S=\frac{\gamma_E+\ln[-\ln(1-F)]-\ln A}{\beta}.$$

For $A=10^6$ and $F=10^{-4}$ this is $(0.577-9.210-13.816)/3=-7.483$. It does not depend on how $k$ varies with voltage. Area and percentile scaling therefore moves the predictions of all three laws together and leaves their ratios unchanged.

**Three laws in one form**

Let $x=V/V_0$ with $V_0=3.0$ V. The laws are $\ln t=\text{const}-\alpha V$ (E), $t\propto V^{-n}$ (power) and $\ln t=\text{const}+G/V$ (1/E). Moving the value at $V_0$ into the constant $a$ turns each into

$$\ln t=a+b\,g(x),\qquad g_E=1-x,\quad g_P=-\ln x,\quad g_R=\frac1x-1,$$

with $b=\alpha V_0$, $n$ and $G/V_0$ respectively. The subscript $R$ denotes the reciprocal law. Each $g$ satisfies $g(1)=0$ and $g'(1)=-1$, so $b$ is in every case the local exponent $-d\ln t/d\ln V$ at $V_0$. A narrow window measures mainly $a$ and $b$, which the laws share. They differ first in curvature. With $x=1+\varepsilon$,

$$g_E=-\varepsilon,\qquad g_P=-\varepsilon+\tfrac12\varepsilon^2-\dots,\qquad g_R=-\varepsilon+\varepsilon^2-\dots$$

**How visible is the curvature?**

The levels are $\varepsilon=j\delta$ with $j=-2,\dots,2$ and $\delta=0.1/3.0=1/30$. Fit the E law to noise-free power-law data. To leading order the line must imitate $\tfrac12 n\delta^2j^2$. By symmetry $j^2$ is uncorrelated with $j$, so the best line removes just its mean, 2. What remains is $j^2-2=(2,-1,-2,-1,2)$, with mean square $14/5$. The rms misfit is

$$\mu=\frac{n\delta^2}{2}\sqrt{\frac{14}{5}}=\frac{40}{2\times900}\times1.673=0.0372 .$$

The actual fit gives 0.0373. Fitting the 1/E law gives the same size with opposite curvature: with $r=1/x-1$ the truth is $n\ln(1+r)=n(r-\tfrac12r^2+\dots)$, and $r^2\approx\varepsilon^2$.

So the wrong law misses the life by about 4%, while single failure times scatter by 0.43 in $\ln t$, and the mean of 20 of them has standard error $0.428/\sqrt{20}=0.096$. The lack-of-fit test compares the scatter of the five level means about the line, with $5-2=3$ degrees of freedom, with the scatter inside levels, with $100-5=95$. For $N_d$ devices the misfit adds $N_d\mu^2$ to the first sum of squares. In units of $\sigma^2$ this is the noncentrality

$$\Lambda=\frac{N_d\mu^2}{\sigma^2}=\frac{100\times0.0373^2}{0.428^2}\approx0.76,$$

to be compared with the 3 units that noise contributes on average. In normal theory, a test at the 5% level then rejects the wrong law with probability 0.097. In 20,000 simulated experiments it rejected the E law in 10.2% of cases, the 1/E law in 9.4%, and the true law in 5.4%. Passing this test is nearly as likely for a neighbouring wrong law as for the right one. Between the two outer laws the misfit is twice as large and $\Lambda$ four times as large: an E fit to 1/E data, or the reverse, is rejected in about 27% of cases, and so still passes most of the time.

**Would the smallest residual identify the law?**

The authors might reply that they would have compared the fits. Let $y$ be the vector of the 100 log times minus their mean, and let $u_P,u_E$ be the unit vectors along the centred regressors. A fitted line removes the projection of $y$ on its unit vector, so the residual sum of squares is $|y|^2-(u\cdot y)^2$, and

$$\mathrm{RSS}_E-\mathrm{RSS}_P=[(u_P-u_E)\cdot y]\,[(u_P+u_E)\cdot y].$$

If the power law is true, $y=c\,u_P+\text{noise}$, where $c$ is $n$ times the length of the centred $g_P$, here about 19. The second factor is near $2c$, with standard deviation about $2\sigma$, so its sign is positive for practical purposes. The E law wins when the first factor is negative. With $\rho=u_P\cdot u_E$, that factor has mean $c(1-\rho)$ and variance $\sigma^2|u_P-u_E|^2=2\sigma^2(1-\rho)$. It is a weighted sum of many independent terms and hence nearly normal, so

$$P_{\rm wrong}=\Phi\!\left[-\frac{c}{\sigma}\sqrt{\frac{1-\rho}{2}}\right],$$

where $\Phi$ is the normal distribution function. The misfit obeys $N_d\mu^2=c^2(1-\rho^2)\approx2c^2(1-\rho)$, since $\rho$ is close to 1. The argument is therefore $-\sqrt\Lambda/2\approx-0.44$, and $P_{\rm wrong}=0.331$.

The 1/E law beats the truth with the same probability, when the noise bends the data the other way. In a three-way contest the true law should thus win a fraction $1-2\times0.331\approx0.34$ of the time. The simulated fractions are 0.328 (E), 0.338 (power) and 0.334 (1/E). With this design and the power law true, choosing the smallest residual is hardly better than drawing lots, because the power law lies between the other two and can be beaten from either side. If the E or the 1/E law were the truth, it could be beaten from one side only and would win about two times in three.

This is a lack of power, not an impossibility. An error rate of 5% between the power and E laws requires $\sqrt\Lambda/2=1.645$, so $\Lambda=10.8$ and $N_d\approx100\times10.8/0.76\approx1400$. The unrounded calculation gives 1425 devices, and simulation with that number gives a wrong choice in 5.0% of cases. Since $\Lambda\propto1/\sigma^2\propto\beta^2$, all such device counts scale as $1/\beta^2$. The value $\beta=3$ is a model choice, and thin dielectrics often show smaller shapes; at $\beta=1.5$ four times as many devices are needed.

Maximum likelihood does better. With $z=\ln W$ and $\beta$ known, the log-likelihood of one failure time is $z-e^z$ plus a constant. A change of the predicted log life changes $z$ at rate $-\beta$, so the derivative is $\beta(e^z-1)$. Since $e^z=W$ has unit variance, the information per device is $\beta^2$, against $1/\sigma^2=6\beta^2/\pi^2$ for least squares. In large samples the required number is multiplied by $6/\pi^2\approx0.61$, which gives 865, where simulation gives 5.1%.

A wider window is the stronger remedy. At leading order $\Lambda\propto N_dn^2\delta^4/\sigma^2$, so doubling the voltage step cuts the number of devices sixteenfold, to about 90 for least squares. The price is time: the lowest level becomes 2.6 V, where the life is $1000\times(3.0/2.6)^{40}\approx3\times10^5$ s, or about three and a half days, and following all 18 devices at that level to failure takes about six and a half days.

**What the same curvature does at 1.5 V**

Give the three laws a common value and slope at $V_0$, so that $a$ and $b=n$ coincide. Subtracting their logarithms,

$$\ln\frac{t_P}{t_E}=n[-\ln x-(1-x)]=n(x-1-\ln x),$$
$$\ln\frac{t_R}{t_P}=n\left(\frac1x-1+\ln x\right),\qquad \ln\frac{t_R}{t_E}=n\frac{(1-x)^2}{x}.$$

The function $x-1-\ln x$ vanishes with its slope at $x=1$ and has second derivative $1/x^2>0$, so it is positive elsewhere. The second bracket is the same function of $1/x$. Hence $t_E<t_P<t_R$ away from $V_0$.

Near $V_0$ both neighbouring gaps are $\tfrac12n\varepsilon^2$, so a sufficiently short extrapolation depends little on the choice among the three laws. For $n=40$ the power and E laws differ by a factor of two at $x\approx0.825$, or about 2.5 V. At $x=1/2$ the gaps are

$$40(\ln2-\tfrac12)=7.73,\qquad 40(1-\ln2)=12.27 .$$

As $x\to0$ the E law tends to the finite value $\ln t=a+n$, while the other two diverge, so the disagreement has no upper limit.

Least-squares lines are not tangents, but the correction is small. For the E law fitted to noise-free power-law data, the mean of $\tfrac12\varepsilon^2$ raises the intercept by $n\delta^2$. The cubic term $-\tfrac13\varepsilon^3$ multiplies the slope by $1+\langle\varepsilon^4\rangle/(3\langle\varepsilon^2\rangle)=1+\tfrac{6.8}{6}\delta^2$, because $\langle j^4\rangle=6.8$ and $\langle j^2\rangle=2$. The gap at $x=1/2$ shrinks by $n\delta^2(1+0.567)=0.070$, from 7.726 to the computed 7.656. The correction is quadratic in the window width, and halving the window reduces it by a factor of 4.01. A misfit of 0.037 inside the window thus accompanies a gap of 7.66 outside it, some 200 times larger.

**The authors' data, fitted three times**

The geometric mean lives at the five levels are 15478, 3989, 1033, 254 and 76 s. Their scatter about the E line, compared with the scatter inside levels, gives a lack-of-fit ratio $F\approx0.4$, far below the 5% critical value of 2.7, so the test is passed. The E fit has $a=\ln1042.2=6.949$ and $b=40.16$, so at 1.5 V

$$\ln t=6.949+40.16\times0.5=27.03,\qquad t\approx5.5\times10^{11}\ \text{s}.$$

Adding $S=-7.483$ gives 19.55, or about $3.1\times10^8$ s, which is 9.8 years. The other fits have $b=40.11$ (power) and $b=39.97$ (1/E), and the same procedure gives:

| Law | Residual sd of $\ln t$ | Product life (years) | Nominal 95% interval (years) | Ten-year voltage |
|---|---|---|---|---|
| E | 0.385 | 9.8 | 4.3 to 22 | 1.50 V |
| power | 0.384 | $2.1\times10^4$ | $6.9\times10^3$ to $6.5\times10^4$ | 1.82 V |
| 1/E | 0.387 | $3.9\times10^9$ | $7.7\times10^8$ to $2.0\times10^{10}$ | 1.99 V |

Inside the window the E and 1/E curves differ by at most 9.4% in life. At 1.5 V they differ by a factor of $4.0\times10^8$. In design terms, the permitted voltage for ten years moves by half a volt. The true product life is $2.0\times10^4$ years. The power law has the smallest residual in this sample, but the selection frequencies above show how little that means.

**What the interval contains**

For a centred regressor the fitted mean and slope have uncorrelated errors, so the predicted log life has variance

$$\sigma^2\left[\frac1{N_d}+\frac{(g_{\rm use}-\bar g)^2}{\sum(g-\bar g)^2}\right].$$

For the E law $\bar g=0$, $g_{\rm use}=0.5$ and $\sum g^2=100\times2\delta^2=0.222$. With the sample value 0.385 for $\sigma$, the standard error is $0.385\sqrt{0.01+1.125}=0.410$. Multiplying by the Student factor 1.98 gives a half width of 0.81, or a factor of 2.3 either way, which is the authors' interval. The shift $S$ is treated here as exact, with $\beta=3$ known. If $\beta$ were estimated from the data, its error would enter through $S\propto1/\beta$ and widen the interval for the product life. The effect is not small: with $\beta$ taken from the residual scatter of 100 devices, $S$ has a standard deviation of about 0.8, and an interval that ignores it covers the true product life in only about 77% of cases even for the right law.

Every term in it is sampling error within the E law. The error of the law itself, 7.66 in $\ln t$, appears nowhere. Over the 20,000 repeated experiments the nominal 95% interval covered the true life in 95.2% of cases for the power law, and in none for the E or 1/E law. More devices at the same voltages would narrow the wrong intervals without moving their centres toward the truth.

**Choosing the right law is still not enough**

The authors may fall back on the E law as the cautious choice, since it predicts the shortest life of the three. That ordering compares three formulas; it does not bound the device. Suppose a second process also creates defects, with rate proportional to $V^{10}$ instead of $V^{40}$, and contributes 1% of the main rate at 2.8 V. Independent rates add and life varies as $1/k$, so the life is divided by

$$1+0.01\left(\frac{V}{2.8\ \text{V}}\right)^{10-40}.$$

In the window this changes $\ln t$ by at most 0.010. To make the standard error at the lowest level that small would take $(0.428/0.010)^2\approx1800$ devices there, and even that would not expose the process, because a fitted power law absorbs most of the change and leaves an rms misfit of only 0.0017. At 1.5 V the divisor is $1.4\times10^6$, and the product life drops from $2.0\times10^4$ years to about five days.

Fitted to noise-free data from this two-channel device, the E law overestimates the life at 1.5 V by a factor of about 620, the power law by $1.3\times10^6$ and the 1/E law by $2.3\times10^{11}$. Here even the most pessimistic of the three is unsafe, and a decisive contest among them would not have revealed it.

**Requested changes**

The claim of validation should be withdrawn. The data support a life and a local exponent near 3.0 V, and rough predictions just below the window if no new process enters there. At 2.5 V the E and 1/E fits already differ by a factor of more than three. For 1.5 V the authors should report the results of all three laws as a spread of assumptions, not as a confidence interval. To narrow that spread they need a wider voltage window. Higher voltages also help to separate the three formulas, but only failures observed at lower voltage shorten the extrapolation and can reveal a process that is hidden at high stress. These require longer tests or larger test areas. In the two-channel example the second process halves the life at 2.4 V, to about 43 days for the test device and about 4 days for a structure of 1000 times its area, provided the area scaling above holds. For the range that remains untested, they need independent evidence that the same defect process controls failure down to the operating voltage.

## Computed results

```
cell simulation: mean ln(kt) -3.156, Weibull -3.188
cell simulation: sd ln(t) 0.436, Weibull 0.428
8x area shift of ln(t): simulated -0.710, Weibull -0.693
5% quantile of ln(kt): simulated -3.958, Weibull -3.986
matched-tangent misfit estimate in ln(life): 0.0372
noise-free E vs power: ln gap at use 7.656, tangent formula 7.726
  rms misfit in window 0.0373; gap-error ratio on halving window 4.01
noise-free 1/E vs power: ln gap at use 12.098, tangent formula 12.274
  rms misfit in window 0.0373; gap-error ratio on halving window 4.00
stress voltages (V): 2.8, 2.9, 3.0, 3.1, 3.2
sample lives (s): 15478, 3989, 1033, 254, 76
product shift of ln(life): -7.483
E fit: life at 3.0 V 1042.2 s, local exponent 40.16, residual sd 0.3848
  life at 1.5 V 5.490e+11 s; product life 9.788e+00 years
  95% interval 4.34e+00 to 2.21e+01 years; 10-year voltage 1.498 V
power fit: life at 3.0 V 996.7 s, local exponent 40.11, residual sd 0.3838
  life at 1.5 V 1.183e+15 s; product life 2.109e+04 years
  95% interval 6.89e+03 to 6.46e+04 years; 10-year voltage 1.815 V
1/E fit: life at 3.0 V 953.3 s, local exponent 39.97, residual sd 0.3865
  life at 1.5 V 2.187e+20 s; product life 3.899e+09 years
  95% interval 7.73e+08 to 1.97e+10 years; 10-year voltage 1.993 V
E coefficient 13.388 per V; 1/E coefficient 119.92 V
largest E-1/E life ratio in window: 1.094
life ratios at use: power/E 2.15e+03, (1/E)/E 3.98e+08
true product life at 1.5 V: 1.960e+04 years
E: lack-of-fit rejected 0.102 (theory 0.097); interval coverage 0.000
power: lack-of-fit rejected 0.054 (theory 0.050); interval coverage 0.952
1/E: lack-of-fit rejected 0.094 (theory 0.097); interval coverage 0.000
E has smallest residual: fraction 0.328, theory 0.331
power has smallest residual: fraction 0.338, theory 0.337
1/E has smallest residual: fraction 0.334, theory 0.331
least squares: 1425 devices for 5% wrong choice; simulated 0.050
maximum likelihood: 865 devices for 5% wrong choice; simulated 0.051
hidden channel: rate ratio 0.01 at 2.8 V, exponent 10
  largest window change of ln(life) 0.0100; life reduced at use by factor 1.36e+06
  E fit overestimates life at use by factor 6.18e+02
  power fit overestimates life at use by factor 1.29e+06
  1/E fit overestimates life at use by factor 2.26e+11
```
